# Why a Thick Buried Insulator Turns Exponential Drain Coupling into Algebraic Decay

## The decision that depends on the decay law

In a calculation for a thin-film transistor with one gate on a thick buried insulator, two choices must be made early. One is how much buried insulator to put in the simulation box. The other is whether drain coupling found at one gate length may be extrapolated with $e^{-L/2\lambda}$, where $L$ is the gate length and $\lambda$ a single scale length. Both depend on how the drain's influence dies away along the channel.

If the buried insulator is infinitely thick and the drain is long, the influence falls as $1/x$, not exponentially. In the example below, the potential 50 nm from the drain is about 5.6 mV, where a scale length that ignores flux in the buried insulator predicts 0.0025 mV.

A continuous transverse spectrum is not enough for this. The spectrum must reach down to zero wavenumber, and the drain must excite that end.

## The model

The gate is the plane $y=0$, with $y$ pointing down and $x$ measured from the drain edge into the channel. Below the gate lie a gate insulator (thickness $t_i$, relative permittivity $\epsilon_i$), a film (thickness $t_s$, in-plane permittivity $\epsilon_x$, out-of-plane $\epsilon_y$) and a buried insulator $\epsilon_b$ that fills $y>H=t_i+t_s$. The device is uniform in the third direction.

Let $u$ be the change of potential when the drain is raised by $V$ at fixed gate and source bias. In subthreshold the fixed charge is the same before and after, so it cancels. Neglecting mobile charge,

$$\epsilon_\parallel(y)\,u_{xx}+\partial_y\big(\epsilon_\perp(y)\,u_y\big)=0,\qquad u(x,0)=0\ \ (x>0).$$

Here $\epsilon_\parallel,\epsilon_\perp$ equal $\epsilon_x,\epsilon_y$ in the film and coincide in the other layers. "Flux" means $\epsilon_\perp u_y$, the displacement without its factor $\epsilon_0$. The potential on the line $x=0$ is $f(y)$.

## Why the spectrum has no gap

Try $u=e^{-kx}\chi(y)$. Then

$$-(\epsilon_\perp\chi')'=k^2\epsilon_\parallel\chi,\qquad \chi(0)=0.$$

Multiplying by $\chi$ and integrating by parts gives, for any normalizable solution, $\int\epsilon_\perp\chi'^2dy=k^2\int\epsilon_\parallel\chi^2dy$, so $k^2>0$. But for $k^2>0$ the solution in the buried insulator is a sine wave of constant amplitude, which is not normalizable. At $k=0$ the flux is constant and $\chi$ grows linearly. There is therefore no bound mode. Every $k>0$ gives one bounded mode, and the continuum starts at $k=0$.

Fix the size of each mode by setting its flux at the gate to $k$. In the gate insulator $\chi=\sin(ky)/\epsilon_i$. With $\rho=\sqrt{\epsilon_x/\epsilon_y}$, $\bar\epsilon=\sqrt{\epsilon_x\epsilon_y}$ and $\theta=k\rho(y-t_i)$, continuity of $\chi$ and of flux gives in the film

$$\chi=\frac{\sin kt_i}{\epsilon_i}\cos\theta+\frac{\cos kt_i}{\bar\epsilon}\sin\theta,$$

$$\frac{\epsilon_y\chi'}{k}=\cos kt_i\cos\theta-\frac{\bar\epsilon}{\epsilon_i}\sin kt_i\sin\theta .$$

Call these two quantities $P$ and $Q$ at $y=H$. In the buried insulator

$$\chi=P\cos k(y-H)+\frac{Q}{\epsilon_b}\sin k(y-H)=\sqrt N\,\sin\big(k(y-H)+\delta_k\big),$$

with $N=P^2+Q^2/\epsilon_b^2$.

A ground plane at depth $T$ below the film changes this picture. The condition $\chi(H+T)=0$ reads $\tan kT=-\epsilon_bP/Q$. For small $k$, $P\to k\,s(H)$ and $Q\to1$, where

$$s(y)=\frac{t_i}{\epsilon_i}+\frac{y-t_i}{\epsilon_y}$$

is the series thickness over permittivity between the gate and a film point $y$. With $\ell=\epsilon_bs(H)$ the condition becomes $\tan kT\approx-k\ell$, so

$$k_n\approx\frac{n\pi}{T+\ell}.$$

The longest decay length, $1/k_1$, grows in proportion to the buried thickness. For the example stack, diagonalizing the transverse operator gives 32.7, 96.3 and 319 nm at $T=100$, 300 and 1000 nm. No scale length survives as $T\to\infty$.

## From the continuum to the $1/x$ tail

**Normalization.** Take the mode equations for $k$ and $k'$, multiply each by the other mode, subtract, and integrate from 0 to $R$. The boundary term at the gate vanishes, which leaves

$$(k^2-k'^2)\int_0^R\epsilon_\parallel\chi_k\chi_{k'}dy=\epsilon_b\big[\chi_k\chi_{k'}'-\chi_{k'}\chi_k'\big]_{R}.$$

Let $a$ and $b$ be the phases of the two sine waves at $R$. Expanding the products of sines and cosines and dividing by $k^2-k'^2$ gives

$$\int_0^R\epsilon_\parallel\chi_k\chi_{k'}dy=\frac{\epsilon_b\sqrt{N_kN_{k'}}}{2}\left[\frac{\sin(a-b)}{k-k'}-\frac{\sin(a+b)}{k+k'}\right].$$

As $R\to\infty$ the first term tends to $\pi\delta(k-k')$ and the second averages to zero. The norm is therefore $\tfrac{\pi}{2}\epsilon_bN\,\delta(k-k')$.

**Overlap with the drain.** Let $f$ be uniform. Integrating the mode equation gives $\int_0^R\epsilon_\parallel\chi\,dy=[k-\epsilon_b\chi'(R)]/k^2$. The term at $R$ oscillates about zero, and a weak convergence factor $e^{-\eta y}$, $\eta\to0$, removes it. The overlap is $f/k$.

Dividing overlap by norm and summing over modes,

$$u(x,y)=\frac{2f}{\pi\epsilon_b}\int_0^\infty e^{-kx}\,\frac{\chi_k(y)}{kN(k)}\,dk .$$

**Far field.** At large $x$ the exponential admits only $k\lesssim1/x$. There $\chi_k\to k\,s(y)$ and $N\to1/\epsilon_b^2$, so $\chi_k/(kN)\to\epsilon_b^2s(y)$, which is finite. With $\int_0^\infty e^{-kx}dk=1/x$,

$$u\to\frac{2f}{\pi x}\,\epsilon_b\,s(y).$$

A discrete spectrum with a lowest wavenumber above zero would leave that smallest exponent in charge. Here slower and slower modes take over as $x$ grows, and their sum is a power.

The integrand beside $e^{-kx}$ is even in $k$, because $\chi_k$ is odd and $N$ is even. The next term is thus proportional to $\int k^2e^{-kx}dk=2/x^3$, and the relative excess over the tail should fall fourfold when $x$ doubles. In the example it is 0.75 % at 100 nm and 0.18 % at 200 nm.

If $f$ is not uniform but tends to $f_\infty$ at depth, write $f=f_\infty+g$. When $g$ is integrable, or falls as $1/y$, its overlap stays bounded as $k\to0$. When $g$ falls as $(\ln y)/y$, as it does for the metal drain below, its overlap grows only as $\ln(1/k)$. The overlap of $f_\infty$ grows as $1/k$, which is faster in every case. The tail then depends on $f_\infty$ alone.

## What a real drain supplies

Consider a long drain electrode lying in the gate plane, at $V$ for $x<0$, with the layers continuing beneath it. The function $V-u(-x,y)$ satisfies the same equation and boundary values as $u(x,y)$, so the two are equal. At $x=0$ this gives $u=V/2$ at every depth, and

$$u\to\frac{V\epsilon_b\,s(y)}{\pi x}.$$

The physical picture is short. Drain flux spreads through the buried insulator and comes up under the channel with density $\epsilon_bV/(\pi x)$. It crosses the film and gate insulator to reach the gate, and the film potential is this flux times the series factor $s$. The gate screens the flux that travels through the film, but it cannot keep flux out of the half-space below.

A metal drain that fills the whole depth $y<H$ at $x<0$, film and gate insulator alike, has the same deep limit, but the film carries its potential a short way into the channel. The size of this effect follows from the potential $\varphi(x)$ on the film's lower face. In a half-space, surface potential at $x'$ adds $\varphi(x')dx'/[\pi(x'-x)^2]$ to the normal gradient at $x$. The drain itself gives $V/(\pi x)$. Potential near the drain adds $\int\varphi\,dx'/(\pi x^2)$, which to first order replaces $x$ by $x-\delta$, with two parts in $\delta$:

- The film's own decay, $\varphi\approx VAe^{-x/\lambda}$, gives $A\lambda$ when higher film modes are neglected. Here $\lambda$ belongs to a film closed to flux below ($Q=0$), and $A$ is that mode's amplitude at $y=H$ for unit edge potential.
- The arriving flux gives $\varphi\approx(\ell V/\pi x)(1-e^{-x/\lambda})$, the bracket expressing that the drain pins the film near its edge. Split the integral over $x'$ at $b$ with $\lambda\ll b\ll x$, and leave out the common factor $\ell V/\pi^2$. The near part is $[\ln(b/\lambda)+\gamma]/x^2$, with $\gamma$ Euler's constant. The rest is $\int_b^\infty dx'/[x'(x'-x)^2]$. Its divergence at $x'=x$ is cancelled by the local term of the surface gradient, so only the finite part counts, which is $[\ln(x/b)-1]/x^2$. The point $b$ cancels.

Together,

$$\delta(x)\approx A\lambda+\frac{\ell}{\pi}\left[\ln\frac{x}{\lambda}+\gamma-1\right].$$

Since $\delta/x\to0$, the leading tail is unchanged. A grounded source alters it little, except within a few $\lambda$ of the source, where the film potential is forced to zero. Seen from the buried insulator, the channel surface is already close to gate potential, and a grounded source continues it.

## When the exponent is different

**Finite drain strip.** Let the drain extend over a length $W$, with grounded surface beyond it. Subtracting two long drains gives

$$u\approx\frac{V\epsilon_bs}{\pi}\left(\frac1x-\frac1{x+W}\right)=\frac{V\epsilon_bs\,W}{\pi x(x+W)},$$

which is $1/x$ for $x\ll W$ and $1/x^2$ for $x\gg W$.

**Edge potential confined to $y<H$.** Suppose $f=V$ in the film and gate insulator and zero below. The overlap is now $V(1-Q)/k$. Integrating the mode equation across the layers with $\chi\approx ks$ gives $Q\approx1-k^2M$, where $M=\int_0^H\epsilon_\parallel s\,dy$ and $s=y/\epsilon_i$ in the gate insulator. The overlap is $VkM$, and $\int k^2e^{-kx}dk=2/x^3$ leads to

$$u\to\frac{4V\epsilon_b\,s\,M}{\pi x^3}.$$

This case needs something that holds the deep part of the edge at ground. Imposing such a wall in a simulation changes the exponent from 1 to 3.

**A continuum with a gap.** Let a half-space below a grounded plane obey $\nabla^2u=\kappa^2u$, as with linear screening by mobile charge. Its transverse modes $\sin ky$ are still continuous, but they decay as $e^{-x\sqrt{k^2+\kappa^2}}$. For a uniform edge $f$ the coefficients are $2f/(\pi k)$, and the surface gradient is

$$\frac{2f}{\pi}\int_0^\infty e^{-x\sqrt{k^2+\kappa^2}}dk=\frac{2f}{\pi}\,\kappa K_1(\kappa x),$$

with $K_1$ the modified Bessel function, which decays exponentially for $\kappa x\gg1$. At $\kappa x=10$ the gradient for this uniform edge is $1.9\times10^{-4}$ of its unscreened value. A coplanar electrode gives still less, because its edge potential is itself screened with depth. The spectrum is continuous, yet the power law is gone.

**A ground plane.** Extrapolated upward from the buried insulator, the slow modes vanish a distance $\ell$ above the film's lower face. The problem is then a strip of thickness $T^*=T+\ell$. For a coplanar drain, reflection makes the edge potential half of the linear profile far under the drain, $f=\tfrac V2(1-\zeta/T^*)$, with $\zeta$ measured from the top of the strip. Its sine coefficients are $V/(n\pi)$. Each mode contributes $V/T^*$ times its exponential to the gradient at the top, and the geometric sum gives

$$u\approx\frac{V\epsilon_bs}{T^*}\,\frac{1}{e^{\pi x/T^*}-1}.$$

This is the $1/x$ law for $x\ll T^*/\pi$ and an exponential with decay length $T^*/\pi$ beyond. For a metal drain, $x$ is replaced by $x-\delta$. The arriving flux now dies exponentially beyond $T^*/\pi$, so the logarithm in $\delta$ stops growing there. As an estimate, $\delta$ is taken at $x$ or at $T^*/\pi$, whichever is smaller.

## How large: a few-layer MoS2 film

The parameters are rough typical values: a 3 nm MoS2 film with $\epsilon_x=15$ and $\epsilon_y=6$, a 3 nm gate insulator with $\epsilon_i=16$, a buried insulator with $\epsilon_b=3.9$, $V=0.5$ V and 300 K. The anisotropy matters here: the tail contains $\epsilon_y$ alone, while $\lambda$ contains both components.

At the film centre $s=3/16+1.5/6=0.4375$ nm, so $\epsilon_bs=1.706$ nm and

$$u\,x\to\frac{500\ \text{mV}\times1.706\ \text{nm}}{\pi}=272\ \text{mV nm}.$$

The closed film has $\lambda=4.28$ nm. For the coplanar drain (all potentials at the film centre, in mV):

| $x$ (nm) | full $u$ | $1/x$ tail | closed film |
|---|---|---|---|
| 10 | 47.9 | 27.2 | 28.8 |
| 20 | 17.3 | 13.6 | 2.8 |
| 50 | 5.61 | 5.43 | 0.0025 |
| 100 | 2.74 | 2.72 | $2\times10^{-8}$ |

The closed-film exponential meets the bare tail near 10 nm. Beyond that it fails quickly, by a factor of about 2200 at 50 nm. The full column comes from the continuum integral. A separate Fourier solution along $x$ agrees with it to better than $10^{-9}$ V at 3, 30 and 300 nm.

The local exponent $-d\ln u/d\ln x$ does not move steadily towards 1: it first rises past 1 and then returns to it from above. It is 0.88 at 5 nm, 1.44 at 20 nm and 1.07 at 50 nm. Between 20 and 100 nm the full potential lies above its tail by an excess that shrinks with distance, so it must fall faster than $1/x$. A power fitted near 20 nm would not be the asymptotic one.

For a metal drain filling $y<H$, a two-dimensional solution gives 6.45 mV at 50 nm (6.44 mV when extrapolated to zero mesh size), 19 % above the bare tail. The excess is 4 % at 200 nm and 1 % at 800 nm. The corresponding edge shifts are 7.9 nm at 50 nm and 8.1 nm at 200 nm, against estimates of 7.7 and 8.9 nm. These estimates keep one film mode. With all film modes in both parts of $\delta$ they become 7.3 and 8.4 nm, so the close match at 50 nm is partly accidental. A grounded source at 100 nm changes the 50 nm value only to 6.41 mV. With equal contacts, the top of the barrier sits there at zero drain bias. Raising the drain moves it towards the source, where $u$ is smaller, so the barrier at the film centre falls by at most $6.41/0.5\approx13$ mV per volt of drain bias. For electrons at that depth, the thermionic current from the source then rises by at most a factor $e^{0.248}=1.28$. At the film's lower face $s$ is 1.57 times larger, and the corresponding limits are 20 mV per volt and a factor of 1.47.

## Set beside real devices

A gate insulator thicker than 3 nm raises $s$ and hence the tail. A conducting substrate, where there is one, ends the buried insulator at a finite depth. With a ground plane 300 nm below the film, the potential 50 nm from a coplanar drain is 0.76 of its value without the plane. For a metal drain the factor is 0.80. The two-dimensional solution for a metal drain then agrees with the shifted formula within 1 % at 50, 300 and 500 nm. Without the shift the formula is 20 % too low at 50 nm.

Contacts are also finite. For a pad on an otherwise grounded surface, the surface gradient is $V\int dA/(2\pi r^3)$. A pad of $1000\times1000$ nm then reduces the coupling at 50 nm by 11 % relative to a half-plane. Bare insulator around the contacts is not held at ground, and the reduction can then be much smaller. In a two-dimensional solution with source and drain contacts 1000 nm long and 100 nm apart, it is 4 % with grounded surroundings but only about 0.1 % if no flux leaves the bare surface.

Charge in the film adds a capacitance in parallel with the path to the gate. A rough trap density of $10^{12}$ cm$^{-2}$ eV$^{-1}$ adds 8 % of the gate capacitance, and $10^{10}$ cm$^{-2}$ mobile electrons add 3 %. Both fractions are taken against $\epsilon_0/s$ at the film centre, and charge placed at that depth lowers the centre potential by about that fraction. Depth matters: the same traps lower it by about 12 % at the film's lower face and by about 2 % at the interface with the gate insulator. The electrons are far from degenerate, with a density about $10^{-3}$ of the thermal density of states.

Where the film is at drain potential, the drain step alone puts an average field $V/t_i=1.7$ MV/cm across the gate insulator. This is below the rough breakdown field of a few MV/cm, but the field is higher at a sharp electrode edge, and gate bias raises or lowers it according to its sign. For an assumed flat barrier of 1.5 eV and a mass of 0.2 electron masses, the tunnelling factor through the gate insulator is about $5\times10^{-8}$. A drop of 0.5 V across the insulator tilts the barrier and raises this about fourfold. Source-to-drain tunnelling over 100 nm is negligible beside thermal emission.

## What to do about it

**Set the gate length from the power law.** For a thick buried insulator and a long metal drain, a limit $u_{\max}$ at mid-channel requires

$$\frac L2\gtrsim\frac{V\epsilon_bs}{\pi u_{\max}}+\delta .$$

With $u_{\max}=5$ mV and $\delta\approx8$ nm, $L/2\approx272/5+8=62$ nm, so $L\approx125$ nm. This holds the film centre to the limit. To hold the lower face to it as well, $s(H)$ must be used, which gives $L/2\approx93$ nm. Halving the allowed potential nearly doubles the length. An exponential law would have asked for only $2\lambda\ln2\approx6$ nm more.

**Reduce $\epsilon_bs$.** At fixed geometry and drain bias, the tail falls in proportion to the buried permittivity. It also falls with a thinner gate insulator, a higher $\epsilon_i$ or a thinner film. The in-plane permittivity does not enter at leading order.

**Bring a ground plane close enough.** It helps once $\pi x/T^*$ is of order one. For $T=100$ nm and $x=50$ nm, $z=x/(32.7\ \text{nm})=1.53$, and the coupling of a coplanar drain falls to $z/(e^z-1)=0.42$ of its value without the plane. For a metal drain the factor is about 0.5, because its edge appears displaced towards the channel. The plane must be held at fixed potential, and its own bias then acts on the film.

**Choose the bottom of the simulation box with care.** A grounded bottom that is not in the device gives a relative error of about $\pi x/(2T^*)$ in the coupling. An error of 5 % needs a depth of about $31x$. With a no-flux bottom the wavenumbers are $(n-\tfrac12)\pi/T^*$, and the edge potential of a coplanar drain is $V/2$ at every depth. Each mode again contributes $V/T^*$, and the gradient sums to

$$\frac{V}{2T^*\sinh(\pi x/2T^*)}\approx\frac{V}{\pi x}\left[1-\frac16\Big(\frac{\pi x}{2T^*}\Big)^2\right].$$

The same 5 % now needs a depth of about $3x$. Both estimates assume a box that is much wider than it is deep. The remaining values are in the numerical output.

## Calculated quantities

```
gate insulator: 3.0 nm, permittivity 16.0
film: 3.0 nm, in-plane 15.0, out-of-plane 6.0
buried permittivity 3.9; drain step 0.50 V; 300 K
film-centre depth 4.50 nm; s there 0.4375 nm
eps_b*s at centre 1.7063 nm; ell = eps_b*s(H) 2.6812 nm
tail coefficient u*x = 271.56 mV nm
closed-film scale length 4.284 nm; surface amplitude A 1.396
closed-film exponential meets 1/x tail at x = 10.42 nm
x (nm) | full u (mV) | 1/x tail (mV) | closed film (mV) | local exponent
     5 |  105.4441 |   54.3116 |  9.241e+01 | 0.881
    10 |   47.8615 |   27.1558 |  2.876e+01 | 1.378
    20 |   17.3088 |   13.5779 |  2.786e+00 | 1.440
    50 |    5.6093 |    5.4312 |  2.532e-03 | 1.072
   100 |    2.7358 |    2.7156 |  2.159e-08 | 1.015
   200 |    1.3603 |    1.3578 |  1.569e-18 | 1.004
largest difference of the two exact roads 6.7e-11 V
full/tail - 1 at 100 and 200 nm: 7.452e-03, 1.824e-03
ground-plane depth (nm) | 1/k1 (nm) | k1*(T+ell)/pi | k2/k1
   100 | 32.69 | 0.99969 | 1.9981
   300 | 96.35 | 0.99999 | 1.9999
  1000 | 319.16 | 1.00000 | 2.0000
strip drain 100 nm, x 5000 nm: u/(1/x^2 law) 0.9804
confined edge, x 500 nm: u/(1/x^3 law) 1.00151
moment M = 24.188 nm^2
gapped continuum, kappa 0.1 /nm, x 100 nm: field/ungapped 1.86e-04
metal drain 2D, u/tail at 50, 200, 800 nm: 1.187, 1.042, 1.012
edge shift at 50, 200 nm: 2D 7.876, 8.115 nm; estimate 7.718, 8.901 nm
metal drain 2D: u at 50 nm 6.447 mV; with source at 100 nm 6.412 mV
u(50 nm)/(kT/q), with source: 0.248; current factor 1.281
ground plane at 300 nm, 2D/crossover formula at 50, 300, 500 nm: 1.245, 1.095, 1.093
same with shifted edge: 1.009, 1.000, 1.002
2D decay length, 500 to 1000 nm: 96.64 nm
ground-plane reduction at 50 nm: 0.763
1000 x 1000 nm drain pad, reduction at 50 nm: 0.894
mobile charge 1e+10 cm^-2: capacitance/gate 0.0306
traps 1e+12 cm^-2 eV^-1: capacitance/gate 0.0792
degeneracy n/N2D: 9.26e-04
drain-gate field V/t_i: 1.67 MV/cm
gate tunnelling (0.2 m_e, 1.5 eV): log10 -7.3
source-drain tunnelling, 100 nm (0.5 m_e, 0.3 eV): log10 -172
thermal factor over 0.3 eV: log10 -5.0
```
